\section*{Why a compact PAW ghost state appears only at high cutoff}

\section*{A level that arrives late}

\textbf{Q.} I raised the plane-wave cutoff of a PAW calculation well past the point where my valence level had stopped moving. A new level then came down and settled below it. How can a better basis give a worse spectrum?

\textbf{A.} The basis is not to blame. A PAW dataset defines a generalized eigenvalue problem, $Hu=E\,Su$, and a larger basis solves that problem more accurately. If the problem itself has a spurious level, a ghost, a small basis may be unable to represent it. The larger basis then reveals a fault that was already in the dataset.

This can be followed in one radial channel. I use Hartree atomic units, $s$ waves, real functions $u(r)$ equal to $r$ times the radial function, and $\langle f|g\rangle=\int_0^R fg\,dr$ with $u(0)=u(R)=0$. The operators are
\begin{equation}
H=H_{\rm loc}+|p\rangle D\langle p|,\qquad S=1+|p\rangle Q\langle p|,\qquad
H_{\rm loc}=-\tfrac12\frac{d^2}{dr^2}+v_{\rm loc}.
\end{equation}

\textbf{Q.} How do I know which level is spurious?

\textbf{A.} Take hydrogen in its bare Coulomb potential. Its lowest $s$ state is $\phi=2re^{-r}$ with $\varepsilon=-0.5$ hartree, so any $s$ level below that is a ghost. I set $R=10$ bohr, where $\phi\approx9\times10^{-4}$, and neglect this tail in the identities below.

Inside $r_c=1$ bohr, replace $\phi$ by a smooth nodeless $\tilde\phi$: $r$ times a cubic polynomial in $r^2$, matched to $\phi$ at $r_c$ in value and three derivatives. The potential that has $\tilde\phi$ as its state at $\varepsilon$ is $v_{\rm scr}=\varepsilon+\tilde\phi''/(2\tilde\phi)$. Now choose a deliberately bad local potential,
\begin{equation}
v_{\rm loc}=v_{\rm scr}-w,\qquad
w=A\,e^{-r^2/a^2}\left(1-\beta\frac{r^2}{a^2}\right),
\end{equation}
which adds a narrow well surrounded by a repulsive ring. The PAW quantities follow:
\begin{equation}
\chi=(\varepsilon-H_{\rm loc})\tilde\phi=w\tilde\phi,\quad
B=\langle\tilde\phi|\chi\rangle,\quad p=\frac{\chi}{B},\quad
Q=\int_0^{r_c}(\phi^2-\tilde\phi^2)\,dr .
\end{equation}
The strength $D$ is the difference of the all-electron and smooth energy integrals inside $r_c$. The first is $\varepsilon\int\phi^2$. The second is $\varepsilon\int\tilde\phi^2-B$, because $H_{\rm loc}\tilde\phi=\varepsilon\tilde\phi-\chi$. Hence $D=B+\varepsilon Q$.

Since $\langle p|\tilde\phi\rangle=1$ and $D-\varepsilon Q=B$,
\begin{equation}
(H-\varepsilon S)\tilde\phi=-\chi+\frac{\chi}{B}\,B=0 .
\end{equation}
The valence level is therefore correct however bad $w$ is, provided $B\neq0$.

\section*{Counting the levels}

\textbf{Q.} If the valence level is correct by construction, where does a ghost come from?

\textbf{A.} With one projector in the channel, from the sign of $B$ together with the number of levels of $H_{\rm loc}$ below $\varepsilon$. Inserting $p=\chi/B$ gives
\begin{equation}
M\equiv H-\varepsilon S=(H_{\rm loc}-\varepsilon)+\frac{|\chi\rangle\langle\chi|}{B}.
\end{equation}
Here $Q>0$, so $S$ is positive definite. Expand $u=\sum_i c_iu_i$ in the solutions, normalized by $\langle u_i|S|u_j\rangle=\delta_{ij}$. Then $\langle u|M|u\rangle=\sum_i(E_i-\varepsilon)c_i^2$, and the number of levels below $\varepsilon$ equals the number of negative eigenvalues of $M$.

Let $\nu_1<\nu_2<\dots$ be the eigenvalues of $H_{\rm loc}-\varepsilon$ and $\mu_1\le\mu_2\le\dots$ those of $M$. A rank-one term shifts eigenvalues in one direction, and by no more than one place. For $B>0$ the term is non-negative, so $\mu_k\ge\nu_k$. The span of the first $k+1$ local eigenfunctions contains a $k$-dimensional subspace orthogonal to $\chi$, on which the term vanishes, so the min-max principle gives $\mu_k\le\nu_{k+1}$. For $B<0$ the roles of $\mu$ and $\nu$ are exchanged. We also know that zero is an eigenvalue of $M$, with eigenfunction $\tilde\phi$. Suppose $\nu_1<0<\nu_2$.

For $B<0$ the order is $\mu_1\le\nu_1\le\mu_2\le\nu_2\le\mu_3$. Then $\mu_1<0$ and $\mu_3>0$, so the zero is $\mu_2$, and there is one ghost. For $B>0$ the order is $\nu_1\le\mu_1\le\nu_2\le\mu_2$. Then $\mu_2>0$, the zero is $\mu_1$, and there is no ghost below $\varepsilon$. If instead $B<0$ but $\nu_1>0$, then $\mu_2\ge\nu_1>0$, the zero is again $\mu_1$, and again no level lies below $\varepsilon$.

The rule has two limits. It counts only levels below $\varepsilon$ and says nothing about spurious levels above it. It also relies on the term being of rank one. Real datasets usually have two projectors per channel, and the sign of a single $B$ then no longer decides: in the model below, adding a second projector at $-0.125$ hartree to the same local potential leaves no level under $\varepsilon$.

\textbf{Q.} Which case is your model?

\textbf{A.} I take $a=0.15$ bohr and $A=100$ hartree, and fix $\beta=0.739$ by requiring $B=-0.02$ hartree. The integral for $Q$ gives $0.01932$. A finite-difference diagonalization of $H_{\rm loc}$ puts its two lowest levels at $-0.559$ and $-0.122$ hartree. One lies below $\varepsilon$, and $B<0$, so there is one ghost.

Its energy follows from $(H_{\rm loc}-E)u=-(D-EQ)\,p\,\langle p|u\rangle$. Apply $(H_{\rm loc}-E)^{-1}$, project on $p$, and divide by $\langle p|u\rangle$:
\begin{equation}
1+(D-EQ)\,\langle p|(H_{\rm loc}-E)^{-1}|p\rangle=0 .
\end{equation}
Below the lowest local level the matrix element is positive, so a root needs $D-EQ=B+(\varepsilon-E)Q<0$, that is,
\begin{equation}
E>\varepsilon+\frac BQ=-0.5-\frac{0.02}{0.01932}=-1.535\ \text{hartree}.
\end{equation}
At this bound the left side of the root condition is $1$. Just below the local level it tends to $-\infty$. The ghost lies between, and solving the condition on the finite-difference grid gives $-1.264$ hartree.

\section*{Following the descent}

\textbf{Q.} Then why did I not see it at low cutoff?

\textbf{A.} Use the basis $\sin(n\pi r/R)$, $n\le N$, with cutoff $(N\pi/R)^2/2$. The $k$th Ritz value is
\begin{equation}
E_k(N)=\min_{\substack{V\subset V_N\\ \dim V=k}}\ \max_{u\in V}
\frac{\langle u|H|u\rangle}{\langle u|S|u\rangle}.
\end{equation}
A larger $V_N$ offers more subspaces $V$, so $E_k(N)$ can only fall or stay, and it never passes below the $k$th level of the complete basis. Here the second complete-basis level is $\varepsilon$. Thus only $E_1$ can drop below $\varepsilon$, and when it does, the ghost has arrived.

To see what delays it, write a trial function as $t=f\tilde\phi$. Because $(H_{\rm loc}+w-\varepsilon)\tilde\phi=0$,
\begin{equation}
(H_{\rm loc}+w-\varepsilon)f\tilde\phi=-f'\tilde\phi'-\tfrac12f''\tilde\phi
=-\frac{1}{2\tilde\phi}\left(\tilde\phi^2f'\right)'.
\end{equation}
Multiply by $f\tilde\phi$ and integrate by parts; the boundary terms vanish. Adding the terms in $w$ gives
\begin{equation}
\langle t|M|t\rangle=\tfrac12\int\tilde\phi^2f'^2dr
-\int w\tilde\phi^2f^2dr+\frac1B\left(\int w\tilde\phi^2f\,dr\right)^2 .
\label{eq:form}
\end{equation}
The trial energy is below $\varepsilon$ when this is negative. Now replace $f$ by $f+c$ with constant $c$. Since $\int w\tilde\phi^2dr=B$, the second term changes by $-2c\int w\tilde\phi^2f\,dr-c^2B$ and the third by the opposite amount. A constant part of $f$ therefore gains nothing. Only the variation of $f$ across the well can bind, and the first term charges kinetic energy for it.

\textbf{Q.} How strongly does that suppress the ghost in a coarse basis?

\textbf{A.} Let $f$ vary by an amount $F$ over a length $L$, with $a\ll L\ll1$ bohr. Inside the well $f\approx f(0)+br^2$ with $b\sim F/L^2$. Dropping the constant and writing $m_j=\int w\tilde\phi^2r^j\,dr$, the last two terms of (\ref{eq:form}) become, for $B<0$,
\begin{equation}
-b^2\left(m_4+\frac{m_2^2}{|B|}\right).
\end{equation}
Near the origin $\tilde\phi^2\approx C^2r^2$. Hold $Aa^2$ and $B/a$ fixed. Then $m_j\propto Aa^{j+3}\propto a^{j+1}$, and both terms in the bracket scale as $a^5$. The potential contribution is of order $F^2a^5/L^4$. The kinetic term is of order $(F/L)^2L^3=F^2L$. Their ratio scales as $(a/L)^5$, so a basis that resolves only lengths much greater than $a$ misses nearly all the binding. The fifth power is asymptotic, and $a=0.15$ bohr leaves little room for $a\ll L\ll1$ bohr. For $f=e^{-r^2/L^2}$ the ratio is 2.1, 0.19 and 0.017 at $L=a$, $3a$ and $6a$, a local exponent of at most about 3.5; for $a=0.03$ bohr it reaches 4.5 near $L=5a$.

\textbf{Q.} Show me the descent.

\textbf{A.} At each cutoff I diagonalized the matrix problem and tagged the Ritz state with the largest augmentation share $s=Q\langle p|u\rangle^2$, where $\langle u|S|u\rangle=1$. For such a state
\begin{equation}
E-\varepsilon=K+B\langle p|u\rangle^2=K+s\,\frac BQ,\qquad
K=\langle u|H_{\rm loc}-\varepsilon|u\rangle ,
\end{equation}
with $B/Q=-1.035$ hartree. Energies are in hartree.

\begin{center}
\begin{tabular}{rrrrrr}
cutoff & $E_1$ & $E_2$ & $E_{\rm tag}$ & $s$ & $K$\\
\hline
16.0 & $-0.500$ & $-0.113$ & -- & -- & --\\
33.4 & $-0.500$ & $-0.113$ & 8.57 & 0.33 & 9.4\\
57.0 & $-0.500$ & $-0.113$ & 1.73 & 0.59 & 2.8\\
95.5 & $-0.500$ & $-0.432$ & $-0.43$ & 0.95 & 1.05\\
123.4 & $-0.823$ & $-0.500$ & $-0.82$ & 0.95 & 0.66\\
177.7 & $-1.096$ & $-0.500$ & $-1.10$ & 0.96 & 0.39\\
315.8 & $-1.238$ & $-0.500$ & $-1.24$ & 0.96 & 0.25\\
1973.9 & $-1.264$ & $-0.500$ & $-1.26$ & 0.96 & 0.23
\end{tabular}
\end{center}

At 16.0 hartree the largest share is 0.019 and belongs to the valence state, so there is no compact state to tag. The valence level is by then within about $10^{-4}$ hartree of $\varepsilon$. The tagged state starts high in the spectrum and comes down through the levels above the valence state. Its energy is not an ordered Ritz value, so the min-max theorem does not by itself require that energy to fall. The theorem applies to the columns $E_1$ and $E_2$.

The last column shows two stages. Between 33.4 and 95.5 hartree $K$ falls from 9.4 to 1.05 and the share grows from 0.33 to 0.95. Neither change is steady from one basis to the next. At 71.3 hartree, for example, a cutoff not in the table, the share is 0.54, below its value at 57.0 hartree. Beyond 95.5 hartree the share hardly changes, and the descent comes from $K$: the larger basis obtains the same projection at a lower local energy. At convergence,
\begin{equation}
E-\varepsilon=0.2285-0.9584\times1.0352=-0.7636\ \text{hartree}.
\end{equation}
The bound $\varepsilon+B/Q$ corresponds to the limit $s\to1$, $K\to0$.

\textbf{Q.} At what cutoff would I first notice it?

\textbf{A.} Define the onset as the first basis with $E_1<\varepsilon-0.01$ hartree. It is 99.9 hartree, or about 2.7 keV, high because I made the well very narrow. The scaling argument says how this moves. With $r=ax$, fixed $Aa^2$ and $B/a$, and $\tilde\phi^2\approx C^2r^2$, every term of (\ref{eq:form}) is $a$ times an integral over $x$. Its sign then depends on $f$ as a function of $r/a$ alone, so the onset wave number $k$ should obey $ka\approx$ constant.

For $a=0.10$, $0.15$ and $0.20$ bohr the onsets are 221.5, 99.9 and 60.5 hartree, with $ka=2.10$, $2.12$ and $2.20$. The small drift is allowed by the approximations: $\tilde\phi/r$ is not constant, the 0.01 hartree margin does not scale with $a$, and the discrete basis fixes $ka$ only in steps of $\pi a/R=0.03$, $0.05$ and $0.06$, comparable with the drift itself. The last two matter little: with $R=30$ bohr and a margin of 0.002 hartree the values are 2.09, 2.14 and 2.20.

\textbf{Q.} In what sense is the converged ghost compact?

\textbf{A.} In the sense that most of its norm sits in the augmentation term and much of its smooth function has short wavelengths; its tail is less compact. The augmentation term carries 96\% of its $S$-norm, against 1.9\% for the valence state. Of the norm of its smooth function, 23\% lies in basis functions above 16.0 hartree, against $3\times10^{-6}$ for the valence state. The root-mean-square radii of the smooth functions are 0.67 and 1.75 bohr. The ghost does have a tail outside the core, but the part that binds it needs short wavelengths.

\section*{What a scattering test sees}

\textbf{Q.} My dataset passed a logarithmic-derivative test. Should that not have excluded this?

\textbf{A.} It depends on the energies you scanned. Let $L(E)=u'/u$ at $r_m=1.5$ bohr, and let a dot denote $d/dE$. Differentiating $(H-ES)u=0$ gives $(H-ES)\dot u=Su$. Multiply by $u$, subtract $\dot u$ times $(H-ES)u=0$, and integrate to $r_m$. The potential and projector terms are symmetric and cancel, leaving the surface term of the kinetic energy:
\begin{equation}
-\tfrac12\left(u\dot u'-u'\dot u\right)_{r_m}=\langle u|S|u\rangle_{r_m}
\quad\Rightarrow\quad
\dot L=-\frac{2\langle u|S|u\rangle_{r_m}}{u(r_m)^2}.
\end{equation}
At $\varepsilon$ the PAW norm equals the all-electron norm, so value and slope both agree. Here $L=1/r_m-1=-0.3333$ bohr$^{-1}$. With $\int_0^{1.5}\phi^2dr=0.5768$ and $\phi(1.5)^2=0.4481$, the slope is $-2\times0.5768/0.4481=-2.575$ bohr$^{-1}$ hartree$^{-1}$. The ghost leaves no mark on either.

Further down it does. Radial integration of the PAW equation gives a pole of $L$, a zero of $u(r_m)$, at $-1.259$ hartree. The all-electron function has no such zero between $-3$ and $-0.6$ hartree. Yet at $-1$ hartree the two logarithmic derivatives are still 0.601 and 0.578 bohr$^{-1}$, so a scan that stops there shows a modest error and no pole.

Radial integration has no plane-wave cutoff, so this pole is visible even when a low-cutoff calculation looks clean. For this dataset the scan must reach below $-1.26$ hartree, on a mesh fine enough to catch a narrow feature.

\textbf{Q.} Can I keep the dataset and simply stay at low cutoff?

\textbf{A.} You would be relying on an incomplete basis to hide a wrong Hamiltonian, and convergence could no longer be tested by raising the cutoff. It is better to change the local potential. In this model, keeping $A$ and $a$ but adjusting the ring to make $B=+0.02$ hartree leaves one local level below $\varepsilon$, at $-0.709$ hartree. The counting rule then allows no level below $\varepsilon$, and in the largest basis the lowest level is $-0.500$ hartree. The well is just as narrow, so narrowness alone does not put a level below the valence state. But this change moves the compact state up rather than removing it. The box now holds eight levels below 2.5 hartree against seven for the bare Coulomb potential, the extra one near $0.65$ hartree with augmentation share 0.61, and $L$ has poles at $0.30$ and $0.98$ hartree where the all-electron function has one, at $0.44$ hartree. The sign of $B$ cures only the spectrum below $\varepsilon$; the scattering test must cover the energies above it as well.

\textbf{Q.} Does every late-arriving low level have this explanation?

\textbf{A.} No. The argument needs a positive definite $S$. If $Q<0$ and $1+Q\langle p|p\rangle<0$, the norm itself becomes negative for some functions once the basis resolves $p$. The min-max theorem then fails, and the counting rule above no longer applies. Nor must a ghost arrive late: one whose binding is collected by smooth functions can show up at low cutoff. The delay measures how short a length the basis must resolve before the spurious binding outweighs its kinetic cost.
